\section*{Clenshaw summation of a spherical harmonic series at one point}

\section{The task}

A detector sits in one direction from a scatterer, and the scattered amplitude is known through its partial-wave coefficients. The amplitude is needed in that direction and nowhere else. One can compute every spherical harmonic there, multiply by the coefficients and add. One can also run a recurrence through the coefficients themselves, from the highest degree down, so that no harmonic above the lowest degree of each order is formed. The question for an implementer is what the second route saves and whether it is more accurate.

The series is
\begin{equation}
f(\theta,\phi)=\sum_{l=0}^{L}\sum_{m=-l}^{l}c_{lm}Y_{lm}(\theta,\phi),
\end{equation}
with angles in radians. For $m\ge0$ write
\begin{equation}
Y_{lm}=p_l^m(x)\,e^{im\phi},\qquad Y_{l,-m}=(-1)^mp_l^m(x)\,e^{-im\phi},\qquad x=\cos\theta .
\end{equation}
The functions $p_l^m$ are real, carry the Condon--Shortley sign $(-1)^m$, and are normalized so that $\int|Y_{lm}|^2d\Omega=1$. Explicitly $p_l^m=N_lP_l^m$, where
\begin{equation}
N_l=\sqrt{\frac{2l+1}{4\pi}\frac{(l-m)!}{(l+m)!}},\qquad
P_l^m=\frac{(-1)^m\sin^m\theta}{2^l\,l!}\frac{d^{\,l+m}}{dx^{l+m}}(x^2-1)^l .
\end{equation}
Below, $m\ge0$ is fixed and dropped from $p_l$ and $c_l$. The inner sum is $S_m=\sum_{l=m}^Lc_lp_l$. The order $-m$ uses the same $p_l$ with its own coefficients.

\section{The recurrence in degree}

Each $p_l$ is $\sin^m\theta$ times a polynomial of degree $l-m$ and parity $(-1)^{l-m}$, and $2\pi\int_{-1}^1p_lp_{l'}dx=\delta_{ll'}$. Expand $xp_{l-1}$ in these functions. Degrees above $l$ are absent. Degrees below $l-2$ are absent too, because the coefficient of $p_j$ is $2\pi\int p_{l-1}(xp_j)dx$, and $xp_j$ then has degree below $l-1$. Parity removes $p_{l-1}$. The coefficient linking neighbours is the same integral in both directions, so
\begin{equation}
xp_{l-1}=\alpha_lp_l+\alpha_{l-1}p_{l-2},\qquad \alpha_l=\kappa_{l-1}/\kappa_l ,
\end{equation}
where $\kappa_l$ is the leading coefficient of the polynomial in $p_l$. Differentiating $x^{2l}$ gives
\begin{equation}
\kappa_l=(-1)^mN_l\frac{(2l)!}{2^l\,l!\,(l-m)!}.
\end{equation}
Since $(2l)!/(2^ll!)$ grows by the factor $2l-1$ from $l-1$ to $l$,
\begin{equation}
\alpha_l=\frac{N_{l-1}}{N_l}\frac{l-m}{2l-1}
=\sqrt{\frac{(2l-1)(l+m)}{(2l+1)(l-m)}}\;\frac{l-m}{2l-1}
=\sqrt{\frac{l^2-m^2}{4l^2-1}} .
\end{equation}
Dividing by $\alpha_l$ yields
\begin{align}
p_l&=a_lxp_{l-1}-b_lp_{l-2},\qquad l>m, \label{forward}\\
a_l&=\sqrt{\frac{4l^2-1}{l^2-m^2}},\qquad
b_l=\frac{\alpha_{l-1}}{\alpha_l}=\sqrt{\frac{(2l+1)[(l-1)^2-m^2]}{(2l-3)(l^2-m^2)}} .
\end{align}
At $l=m+1$ the numerator of $b_l$ vanishes, so no value below $p_m$ is needed.

For the seed, $P_m^m=(-1)^m(2m-1)!!\sin^m\theta$. Passing from $m-1$ to $m$ multiplies this by $-(2m-1)\sin\theta$ and multiplies the normalization by $\sqrt{(2m+1)/[(2m-1)\,2m(2m-1)]}$. Therefore
\begin{equation}
p_0^0=\frac1{\sqrt{4\pi}},\qquad
p_m^m=-\sqrt{\frac{2m+1}{2m}}\,\sin\theta\;p_{m-1}^{m-1}.
\end{equation}

\section{Backward summation}

The backward route is Clenshaw's scheme. Define $u_{L+1}=u_{L+2}=0$ and, for $l=L,L-1,\ldots,m$,
\begin{equation}
u_l=c_l+a_{l+1}xu_{l+1}-b_{l+2}u_{l+2}. \label{back}
\end{equation}
Solve this for $c_l$, multiply by any sequence $q_l$ and sum from $l=k$. Renaming the summation index in the second and third terms collects everything multiplying the same $u_j$:
\begin{align}
\sum_{l=k}^Lc_lq_l&=\sum_{l=k}^L\left(u_l-a_{l+1}xu_{l+1}+b_{l+2}u_{l+2}\right)q_l\nonumber\\
&=u_kq_k+u_{k+1}(q_{k+1}-a_{k+1}xq_k)\nonumber\\
&\quad+\sum_{j=k+2}^Lu_j\left(q_j-a_jxq_{j-1}+b_jq_{j-2}\right). \label{master}
\end{align}
Take $k=m$ and $q_l=p_l$. The last bracket vanishes by \eqref{forward}, and so does the one before it, because $b_{m+1}=0$. What remains is
\begin{equation}
S_m=p_m^m\,u_m .
\end{equation}

The intermediate $u_k$ also have a meaning. Let $G_{lk}$ solve \eqref{forward} in $l$ for $l>k$, with $G_{kk}=1$ and $G_{k-1,k}=0$. It is the response at degree $l$ to a unit disturbance at degree $k$. Putting $q_l=G_{lk}$ in \eqref{master} removes all brackets again, so
\begin{equation}
u_k=\sum_{l=k}^Lc_lG_{lk}. \label{green}
\end{equation}
Thus $u_k$ measures how strongly the final sum reacts to an error made in $p_k$.

\section{Pseudocode}

The numbers $p_m^m$ and $u_m$ can leave the floating-point range although their product does not. Both are therefore kept as a number times a power of two.

\begin{verbatim}
x = cos(theta); s = sin(theta); f = 0
p = 1/sqrt(4 pi); ep = 0
for m = 0..L:
    if m > 0:
        p = -sqrt((2m+1)/(2m)) * s * p
        if 0 < |p| < 2^-400:
            p = p * 2^400; ep = ep - 400
    for each order M in {m, -m} (once if m = 0):
        u1 = u2 = 0; e = 0; w = 1
        for l = L down to m:
            t = (a[l+1,m]*x*u1 - b[l+2,m]*u2) + w*c[l,M]
            u2 = u1; u1 = t
            if |u1| > 2^400:
                u1 = u1 * 2^-400; u2 = u2 * 2^-400
                w = w * 2^-400; e = e + 400
        S = p * u1 * 2^(e+ep)
        if M < 0: S = (-1)^m * S
        f = f + S * exp(i*M*phi)
\end{verbatim}

Multiplying by a power of two causes no rounding unless the result underflows. If \texttt{w*c} underflows to zero, coefficient $c_l$ has been dropped, which changes the sum by $|c_lp_l|$. This is harmless where $p_l$ is itself tiny, as it is near the seed in the cases that call for scaling. Any order whose seed \texttt{p} is zero must be skipped. This covers all $m>0$ if $\sin\theta$ is exactly zero, and higher orders if $\sin\theta$ is so small ($10^{-200}$, say) that one rescaling per step cannot keep the seed in range; otherwise, for very large $L$, the factor \texttt{2\^{}(e+ep)} can overflow and be multiplied by zero.

\section{Cost}

There are $(L+1)^2$ coefficients, and both routes take a number of steps proportional to $L^2$. Suppose $a_l$ and $b_l$ are stored. For one real coefficient sequence, a Clenshaw step needs three multiplications and two additions. Explicit evaluation needs three multiplications and one subtraction to advance $p_l$, then one of each kind to accumulate: four and two in total.

For complex coefficients with both signs of $m$, the balance changes. Clenshaw carries four real sequences. The product $a_{l+1}x$ is shared, and each sequence then takes two multiplications and two additions, which makes nine and eight. Explicit evaluation advances one real $p_l$ for all four sequences and needs seven and five. It also needs no array of harmonics, since each $p_l$ can be used and discarded. When many coefficient sets are summed at the same point, stored $p_l$ can be reused, whereas $u_l$ depends on the coefficients. The saving from Clenshaw's scheme is thus one multiplication per step in the real case, and it is lost in the general complex case. These counts leave out scaling: the product \texttt{w*c} in the pseudocode adds one multiplication per real sequence and step, which cancels the saving unless it is skipped while \texttt{w} equals one.

\section{Rounding errors in the two directions}

Let hats mark computed values. Each backward step leaves a residual $\varepsilon_l$:
\begin{equation}
\hat u_l=c_l+a_{l+1}x\hat u_{l+1}-b_{l+2}\hat u_{l+2}+\varepsilon_l .
\end{equation}
This is \eqref{back} without error for the coefficients $c_l+\varepsilon_l$. Hence
\begin{equation}
p_m\hat u_m-S_m=\sum_{l=m}^L\varepsilon_lp_l . \label{eb}
\end{equation}

In the forward direction let $\hat p_l=a_lx\hat p_{l-1}-b_l\hat p_{l-2}+\delta_l$, with $\delta_m=\hat p_m-p_m$. The error $q_l=\hat p_l-p_l$ obeys the same relation with source $\delta_l$. Inserting it in \eqref{master} with $k=m$ gives
\begin{equation}
\sum_{l=m}^Lc_l(\hat p_l-p_l)=\sum_{l=m}^L\delta_lu_l . \label{ef}
\end{equation}
Both identities hold for residuals of any size. The roles of $p$ and $u$ are exchanged: backward residuals scale with $u$ and are weighted by $p$, while forward residuals scale with $p$ and are weighted by $u$.

To bound the residuals, let $\eta=2^{-53}$ be the unit roundoff and keep first order in $\eta$. Assume that sine and cosine are good to one unit in the last place, a relative error of at most $2\eta$. A coefficient $a_l$ or $b_l$ costs $1.5\eta$: the division error is halved by the root, and the root rounds once. In the backward step the term $a_{l+1}xu_{l+1}$ collects $1.5+2$ from its factors, 2 from two products and 2 from two additions, so $7.5$. The $b$ term collects $1.5+1+2=4.5$, and $c_l$ collects 1. With
\begin{align}
A&=\sum_l|c_lp_l|,\qquad B=\sum_l|a_{l+1}xu_{l+1}p_l|,\nonumber\\
C&=\sum_l|b_{l+2}u_{l+2}p_l|,
\end{align}
equation \eqref{eb} gives
\begin{equation}
E_{\rm back}\le\eta\,(A+7.5B+4.5C). \label{bb}
\end{equation}

A forward step has one addition fewer, so
\begin{equation}
|\delta_k|\le\eta\,(6.5|a_kxp_{k-1}|+3.5|b_kp_{k-2}|),\qquad k>m .
\end{equation}
Multiply by $|u_k|$ and sum. Setting $k=l+1$ in the first term and $k=l+2$ in the second reproduces $B$ and $C$. Accumulating $\sum c_l\hat p_l$ adds one product and at most $L-m$ additions per term:
\begin{equation}
E_{\rm expl}\le\eta\,[(L-m+1)A+6.5B+3.5C]. \label{be}
\end{equation}

Both routes also carry errors proportional to $|S_m|$. Each seed step costs $5.5\eta$: $1.5$ for the root factor, 2 for the sine, 2 for the products. The first seed is allowed 3, the product with the seed 1, the phase angle $m|\phi|$, the exponential and complex product 5, and the outer sum $2L+1$. Together this is $\eta(5.5m+m|\phi|+2L+10)|S_m|$ for each signed order.

The amplification sums $B$ and $C$ are therefore common to the two routes. Neither bound is uniformly the smaller: \eqref{bb} has the smaller factor on $A$ when $m<L$, \eqref{be} the smaller factors on $B$ and $C$. Nothing in this analysis makes the backward direction inherently more accurate.

\section{Where the amplification comes from}

\subsection*{Pole}

Put $m=0$, $x=1$ and $G_{lk}=\sqrt{2l+1}\,h_l$. Inserting $a_l$ and $b_l$ and cancelling $\sqrt{2l+1}$ leaves
\begin{equation}
lh_l=(2l-1)h_{l-1}-(l-1)h_{l-2}.
\end{equation}
Subtracting $lh_{l-1}$ gives $l(h_l-h_{l-1})=(l-1)(h_{l-1}-h_{l-2})$. This product is therefore independent of $l$. At $l=k$ it equals $kh_k$, because $h_{k-1}=0$. Summing the differences $kh_k/j$, with $h_k=1/\sqrt{2k+1}$,
\begin{equation}
G_{lk}=\sqrt{\frac{2l+1}{2k+1}}\left(1+k\sum_{j=k+1}^l\frac1j\right).
\end{equation}
For large $l=L$ and $k=tL$ this approaches $L\sqrt t\ln(1/t)$. Its derivative vanishes at $\ln(1/t)=2$, where the response is $2L/e\approx0.74L$. For $L=60$ this estimate gives 44 at $k\approx8$; the recurrence gives a largest value of 44.6 at $k=9$. A single local error can thus be magnified in proportion to the degree.

The rounding of $x$ is part of this. Legendre's equation at $x=1$ reads $-2P_l'+l(l+1)P_l=0$, so $P_l'(1)=l(l+1)/2$. An error $\delta x$ in the cosine changes $P_{60}$ by about $1830\,\delta x$ there. Both routes inherit this error when $\theta$ is the given quantity.

\subsection*{Equator}

For $m=0$, $x=0$ the recurrence links every second degree by the factor $-b_l$. Expanding $(2l+1)(l-1)^2=2l^3-3l^2+1$ gives
\begin{equation}
b_l^2=\frac{2l^3-3l^2+1}{l^2(2l-3)}=1+\frac1{l^2(2l-3)} .
\end{equation}
The sum of the corrections over $l\ge2$ converges, so products of the $b_l$ stay bounded. The response does not grow with degree.

\subsection*{Large order near the pole}

Since $p_m^m\propto\sin^m\theta$, the seed can underflow while $p_l$ at much larger $l$ is of order one. If the seed rounds to zero, unscaled forward recurrence stays at zero; if it is subnormal, the recurrence starts with fewer correct digits. Unscaled backward recurrence must reach $u_m=S_m/p_m^m$, which can overflow; infinities of opposite sign may then meet. The failure has the same origin in both directions, and scaling is needed in both.

\section{A sum followed by hand}

Take $m=1$, $L=4$, $\theta=60^\circ$, so $x=0.5$, with $(c_1,c_2,c_3,c_4)=(4,3,2,1)$. The coefficients are $a_2=2.2361$, $a_3=2.0917$, $a_4=2.0494$, $b_3=0.9354$, $b_4=0.9798$. With unrounded values carried from line to line,
\begin{align}
u_4&=1,\nonumber\\
u_3&=2+2.0494(0.5)(1)=3.0247,\nonumber\\
u_2&=3+2.0917(0.5)(3.0247)-0.9798(1)=5.1835,\nonumber\\
u_1&=4+2.2361(0.5)(5.1835)-0.9354(3.0247)=6.9660 .
\end{align}
The seed is $p_1=-0.29921$, and $S_1=p_1u_1=-2.0843$. The direct sum uses $p_2=-0.33452$, $p_3=-0.06997$ and $p_4=0.25607$:
\begin{equation}
-1.1968-1.0036-0.1399+0.2561=-2.0842,
\end{equation}
which agrees to the rounding of the displayed terms.

\section{Plane wave and random coefficients}

A plane wave has $c_{lm}=4\pi i^lj_l(kr)Y_{lm}^*(\hat{\mathbf k})$ and the closed form $e^{i\mathbf k\cdot\mathbf r}$. Choose $kr=20$, $L=60$, $\hat{\mathbf k}$ at $(0.7,0.4)$ and $\hat{\mathbf r}$ at $(1.1,2.3)$. The cosine of the angle between them is $0.16132$, so the phase is $20\times0.16132=3.2264$. The 3721 terms sum to $-0.996408-0.084680\,i$.

The distance from the closed form is $4.1\times10^{-15}$, relative to a value of modulus one. Against a high-precision sum with the same stored coefficients, the error is $1.9\times10^{-16}$ for Clenshaw and $5.5\times10^{-16}$ for explicit evaluation. By the addition theorem, degree $l$ contributes at most $(2l+1)|j_l(kr)|$; over the next 39 degrees this adds up to $6.5\times10^{-23}$. Most of the $4.1\times10^{-15}$ therefore lies in the stored coefficients and in the double-precision closed form, not in the summation.

Coefficients that do not decay are a harder case. For 20 random sets with $L=60$ and unit variance in the real and imaginary parts, the absolute errors are as follows.

\begin{center}
\begin{tabular}{lcc}
 & $\theta=1.1$ & $\theta=0.01$\\
rms error, Clenshaw & $7.7\times10^{-14}$ & $4.0\times10^{-13}$\\
rms error, explicit & $7.5\times10^{-14}$ & $2.7\times10^{-13}$\\
mean bound, Clenshaw & $1.5\times10^{-11}$ & $3.5\times10^{-11}$\\
mean bound, explicit & $1.8\times10^{-11}$ & $3.1\times10^{-11}$\\
$(B+C)/A$ for $m=0$ & 7.2 & 239
\end{tabular}
\end{center}

Every set satisfied its bound. The bounds exceed the rms errors by factors of roughly 90 to 250, since they take every rounding at its largest allowed size and let all of them add without cancellation; they are guarantees to first order, not error estimates. Much of the tabulated error is common to the two routes, since both use the same rounded $x$, $a_lx$, $b_l$, seeds and phases. At $\theta=1.1$ this shared part is about $7\times10^{-14}$ and the part specific to each route only about $1.5\times10^{-14}$; at $\theta=0.01$ the two parts are of similar size. Near the pole Clenshaw was worse by a factor of 1.5 in this sample. The analysis permits such a difference but does not predict it. All 20 sets share one angle, and with it one set of these roundings and of the computed $p_l$, so the factor belongs to that angle: averaged over five angles from 0.006 to 0.02, both routes give an rms error near $7\times10^{-13}$.

Identities \eqref{eb} and \eqref{ef} were tested on actual residuals at $\theta=0.01$. For $m=0$ in the first set they account for a backward error of $2.8\times10^{-13}$ and a forward error of $9.7\times10^{-14}$, the latter without the rounding of the accumulated sum. For $m=5$ both errors are near $8\times10^{-19}$, because the harmonics themselves are small there.

The range failure appears for $m=300$, $\theta=0.05$, with $c_{6500}=-0.5$ and $c_{7000}=1$. The seed is about $10^{-390}$, below the double-precision range. The unscaled explicit sum returns zero and the unscaled $u_m$ is not a number. Scaled Clenshaw gives $-1.2995118833$, within $9.8\times10^{-12}$ of the polynomial definition. Rounding the cosine by up to $\eta/2\approx5.6\times10^{-17}$ shifts the angle by about $10^{-15}$; multiplied by a degree of 7000, this is of order $10^{-11}$. The observed difference is of the same order; its sources were not separated.

\section{Choosing a route}

For a single real sequence at one point, the backward scheme is compact, and it is slightly cheaper as long as the scaling product is skipped. For complex coefficients of both signs, or many coefficient sets at one point, explicit evaluation does less arithmetic. For coefficients that do not decay, accuracy gives no reason to prefer either. For decaying coefficients away from the pole the backward sum can be more accurate by a small factor, as in the plane-wave example, with both errors at the level of a few $\eta$. Close to the pole, with slowly decaying coefficients, large sums $B$ and $C$ warn of a possible loss of digits, though they enter a worst-case bound and do not measure the actual error. Where the seed of an order underflows while its higher degrees still contribute to the sum, scaling is required whichever direction is used.

\section*{Computed results}
\begin{verbatim}
small example: m = 1, L = 4, x = 0.500, c_1..c_4 = [4.0, 3.0, 2.0, 1.0]
  a_2, a_3, a_4 = 2.236068 2.091650 2.049390
  b_3, b_4 = 0.935414 0.979796
  u_4, u_3, u_2, u_1 = 1.000000 3.024695 5.183506 6.965993
  p_1..p_4 from definition = -0.299207 -0.334523 -0.069971 0.256066
  S by Clenshaw = -2.08427174, by definition = -2.08427174
plane wave: kr = 20.0, L = 60, number of terms = 3721
  k direction (theta, phi) = 0.7, 0.4 rad
  r direction (theta, phi) = 1.1, 2.3 rad
  cos(angle between k and r) = 0.1613187114
  Clenshaw value = -0.996408194628 -0.084680042979 i
  closed form    = -0.996408194628 -0.084680042979 i
  |Clenshaw - closed form| = 4.1e-15
  truncation estimate, next 39 degrees = 6.5e-23
  rounding error: Clenshaw 1.9e-16, explicit 5.5e-16
  worst-case bound: Clenshaw 1.7e-13, explicit 2.4e-13
random coefficients: 20 sets, L = 60, unit variance per part
  theta = 1.1 rad: rms error Clenshaw 7.66e-14, explicit 7.45e-14
    mean bound Clenshaw 1.45e-11, explicit 1.84e-11
    (B + C)/A for m = 0: 7.2
  theta = 0.01 rad: rms error Clenshaw 4.03e-13, explicit 2.68e-13
    mean bound Clenshaw 3.51e-11, explicit 3.13e-11
    (B + C)/A for m = 0: 238.9
error accounting at theta = 0.01 rad, first random set
  m = 0: backward actual 2.796e-13, from residuals 2.796e-13
    forward actual 9.680e-14, from residuals 9.680e-14
  m = 5: backward actual 7.725e-19, from residuals 7.725e-19
    forward actual 7.938e-19, from residuals 7.938e-19
  m = 30: backward actual 1.601e-64, from residuals 1.601e-64
    forward actual 7.367e-64, from residuals 7.367e-64
pole response for L = 60: largest G_Lk = 44.562 at k = 9
large order: m = 300, theta = 0.05 rad, c_6500 = -0.5, c_7000 = 1
  log10 |p_m^m| = -390.27
  unscaled explicit sum = 0.0, unscaled u_m = nan
  scaled Clenshaw = -1.2995118833, definition = -1.2995118833
  difference = 9.8e-12
\end{verbatim}
